**Intersite V as a Fock correction to hopping**

The program tests the result that DFT+U+V changes the hopping $h_{IJ}$ to $h_{IJ}-V_{IJ}n_{JI}$, where $n_{JI}=\langle c_J^\dagger c_I\rangle$ is the bond order per spin and $V_{IJ}$ is the intersite interaction. It asserts the underlying number-correlation identities in an explicit Fock space, and compares the derived potential with a finite-difference derivative of the energy for complex, fractionally occupied orbitals. For a two-site model with half-splitting $\Delta$ and on-site interaction $U$, it asserts that self-consistent diagonalization agrees with direct energy minimization and with the closed formulas. The output shows $V=1$ eV changing the hopping from −0.8 to −1.145 eV when $U=0$. At $U=4$ eV the same $V$ raises the bond order from 0.124 to 0.145, still below the uncorrected 0.277. Further assertions cover the threshold $V=2\Delta$ for a spontaneous bond order at $h=0$ and $U=0$, and a frustrated three-site model in which the bond order rises while the hopping magnitude falls.

## Numerical check

```python
"""DFT+U+V: the intersite term changes the hopping h_IJ to h_IJ - V n_JI.

n_ij = <c_i^dagger c_j> = sum_k f_k conj(<phi_i|psi_k>) <phi_j|psi_k>, per spin.
Correction energy per spin:
  sum_I U_I/2 Tr[n^II (1 - n^II)] - 1/2 sum_{I != J} V_IJ Tr[n^IJ n^JI].
Localized orbitals phi are orthonormal and fixed. Model energies are in eV.
Dimer: site energies -Delta and +Delta, hopping h, one electron per spin.
"""
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)


def random_orbitals(rows, columns):
    z = rng.normal(size=(rows, columns)) + 1j * rng.normal(size=(rows, columns))
    return np.linalg.qr(z)[0]


def occupation_matrix(overlaps, filling):
    return (overlaps.conj() * filling) @ overlaps.T


def correction_energy(n, site, U, V):
    """Energy of one spin channel, summed block by block from the definition."""
    energy = 0.0
    for I in range(len(U)):
        for J in range(len(U)):
            n_IJ = n[np.ix_(site == I, site == J)]
            n_JI = n[np.ix_(site == J, site == I)]
            exchange = np.trace(n_IJ @ n_JI).real
            if I == J:
                energy += 0.5 * U[I] * (np.trace(n_IJ).real - exchange)
            else:
                energy -= 0.5 * V[I, J] * exchange
    return energy


def correction_potential(n, site, U, V):
    """Derived potential: coefficients of |phi_i><phi_j|."""
    same_site = site[:, None] == site[None, :]
    strength = np.where(same_site, U[site][:, None], V[np.ix_(site, site)])
    return np.diag(U[site] / 2) - strength * n.T


# --- Fock space: two sites, two orbitals per site, two spins ---------------
site4 = np.array([0, 0, 1, 1])
n_modes = 8
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for mode in range(n_modes):
    op = np.eye(1)
    for k in range(n_modes):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        op = np.kron(op, factor)
    annihilate.append(op)
orbitals = [random_orbitals(4, 2), random_orbitals(4, 1)]
state = np.zeros(2**n_modes, complex)
state[0] = 1.0
for spin, C in enumerate(orbitals):
    for column in C.T:
        state = sum(column[i] * (annihilate[4 * spin + i].T @ state)
                    for i in range(4))
assert abs(np.vdot(state, state) - 1) < 1e-12
number = [sum(annihilate[4 * s + i].T @ annihilate[4 * s + i]
              for s in range(2) for i in range(4) if site4[i] == I)
          for I in range(2)]


def mean(operator):
    return np.vdot(state, operator @ state).real


covariance = mean(number[0] @ number[1]) - mean(number[0]) * mean(number[1])
variance = mean(number[0] @ number[0]) - mean(number[0])**2
n_spin = [occupation_matrix(C, np.ones(C.shape[1])) for C in orbitals]
exchange_trace = sum(np.trace(n[:2, 2:] @ n[2:, :2]).real for n in n_spin)
onsite_trace = sum(np.trace(n[:2, :2] @ (np.eye(2) - n[:2, :2])).real
                   for n in n_spin)
assert abs(covariance + exchange_trace) < 1e-12
assert abs(variance - onsite_trace) < 1e-12
print("FOCK-SPACE CHECK (random complex determinant, 3 electrons)")
print(f"<N_I N_J> - <N_I><N_J>          = {covariance:.6f}")
print(f"-sum_spin Tr n_IJ n_JI          = {-exchange_trace:.6f}")
print(f"variance of N_I                 = {variance:.6f}")
print(f"sum_spin Tr n_II(1-n_II)        = {onsite_trace:.6f}")

# --- potential against a finite-difference derivative ----------------------
phi = random_orbitals(7, 4)
psi = random_orbitals(7, 3)
change = rng.normal(size=(7, 3)) + 1j * rng.normal(size=(7, 3))
filling = np.array([1.0, 0.8, 0.3])
U_test = np.array([4.0, 2.5])
V_test = np.array([[0.0, 1.3], [1.3, 0.0]])


def energy_of_orbitals(wavefunctions):
    n = occupation_matrix(phi.conj().T @ wavefunctions, filling)
    return correction_energy(n, site4, U_test, V_test)


step = 1e-5
numeric = (energy_of_orbitals(psi + step * change)
           - energy_of_orbitals(psi - step * change)) / (2 * step)
n_test = occupation_matrix(phi.conj().T @ psi, filling)
v_full = phi @ correction_potential(n_test, site4, U_test, V_test) @ phi.conj().T
analytic = 2 * np.sum(filling * np.sum(change.conj() * (v_full @ psi), axis=0)).real
assert abs(numeric - analytic) < 1e-7 * max(1, abs(analytic))
print("POTENTIAL CHECK (complex orbitals, fractional filling)")
print(f"finite-difference dE/dlambda    = {numeric:.6f} eV")
print(f"derivative from the potential   = {analytic:.6f} eV")

# --- phase and filling dependence of the bond order ------------------------
Delta, t = 1.2, 0.8
h_complex = -t * np.exp(0.7j)
eps, vec = np.linalg.eigh(np.array([[-Delta, h_complex],
                                    [h_complex.conjugate(), Delta]]))
E_bare = np.hypot(Delta, t)
for f_low, f_high in [(1, 0), (0.9, 0.2), (1, 1), (0, 1)]:
    n = occupation_matrix(vec, np.array([f_low, f_high]))
    predicted = -(f_low - f_high) * h_complex / (2 * E_bare)
    assert abs(n[1, 0] - predicted) < 1e-12
    growth = abs(h_complex - 1.0 * n[1, 0]) - t
    assert abs(growth - (f_low - f_high) * t / (2 * E_bare)) < 1e-12

# --- self-consistent dimer --------------------------------------------------
site2 = np.arange(2)
h0 = np.array([[-Delta, -t], [-t, Delta]])


def parameters(U, V):
    return np.array([U, U]), np.array([[0.0, V], [V, 0.0]])


def self_consistent(U, V):
    U_sites, V_pairs = parameters(U, V)
    n = occupation_matrix(np.linalg.eigh(h0)[1][:, :1], np.ones(1))
    for _ in range(2000):
        H = h0 + correction_potential(n, site2, U_sites, V_pairs)
        levels, vectors = np.linalg.eigh(H)
        n_new = occupation_matrix(vectors[:, :1], np.ones(1))
        if np.max(abs(n_new - n)) < 1e-13:
            return n_new, H, levels
        n = 0.5 * (n + n_new)
    raise RuntimeError("self-consistency not reached")


def direct_minimum(h_matrix, U, V):
    """Global minimum over real one-electron states of one spin channel."""
    U_sites, V_pairs = parameters(U, V)

    def energy(angle):
        c = np.array([np.cos(angle), np.sin(angle)])
        n = np.outer(c, c)
        return c @ h_matrix @ c + correction_energy(n, site2, U_sites, V_pairs)

    grid = np.linspace(-np.pi / 2, np.pi / 2, 181)
    best = grid[np.argmin([energy(a) for a in grid])]
    found = minimize_scalar(energy, bounds=(best - 0.03, best + 0.03),
                            method="bounded", options={"xatol": 1e-11})
    return np.sin(found.x) * np.cos(found.x), found.fun


print("DIMER, two electrons; n_JI is the bond order per spin")
print(f"Delta = {Delta:.1f} eV, h = {-t:.1f} eV, bare E = {E_bare:.4f} eV")
print("columns: U, V, h_eff, Delta_eff, gap (eV); n_JI, n_II; E_total (eV)")
results = {}
for name, U, V in [("DFT", 0.0, 0.0), ("+V", 0.0, 1.0), ("+U", 4.0, 0.0),
                   ("+U+V", 4.0, 1.0), ("U=V", 1.0, 1.0)]:
    n, H, levels = self_consistent(U, V)
    bond, energy_spin = direct_minimum(h0, U, V)
    gap = levels[1] - levels[0]
    h_eff, Delta_eff = H[0, 1], (H[1, 1] - H[0, 0]) / 2
    assert abs(n[1, 0] - bond) < 1e-6
    E_root = brentq(lambda E: (t / (1 - V / (2 * E)))**2
                    + (Delta / (1 - U / (2 * E)))**2 - E**2,
                    max(U, V) / 2 + 1e-6, 50, xtol=1e-13)
    assert abs(E_root - gap / 2) < 1e-8
    mixing = t / Delta * (1 - U / (2 * E_root)) / (1 - V / (2 * E_root))
    assert abs(mixing - np.tan(0.5 * np.arcsin(2 * bond) * 2)) < 1e-5
    results[name] = dict(n=n[1, 0], h=h_eff, gap=gap, mix=mixing,
                         low=levels[0], total=2 * energy_spin)
    print(f"{name:5s} {U:.1f} {V:.1f} {h_eff:8.4f} {Delta_eff:7.4f} {gap:7.4f}"
          f" {n[1, 0]:7.4f} {n[0, 0]:7.4f} {2 * energy_spin:8.4f}")
for name, r in results.items():
    print(f"mixing ratio |h_eff|/Delta_eff, {name:5s} = {r['mix']:.4f}")

dft, with_v = results["DFT"], results["+V"]
with_u, with_uv, equal = results["+U"], results["+U+V"], results["U=V"]
assert with_v["n"] > dft["n"] and abs(with_v["h"]) > t
assert with_u["n"] < with_uv["n"] < dft["n"]
assert abs(equal["n"] - dft["n"]) < 1e-9
assert abs(equal["gap"] - dft["gap"] - 1.0) < 1e-9
first_step = -t - 1.0 * dft["n"]
band_sum = 2 * with_v["low"]
add_back = 2 * 1.0 * with_v["n"]**2
assert abs(band_sum + add_back - with_v["total"]) < 1e-9
print(f"+V: hopping after first step    = {first_step:.4f} eV")
print(f"+V: self-consistent hopping     = {with_v['h']:.4f} eV")
print(f"+V: eigenvalue sum              = {band_sum:.4f} eV")
print(f"+V: double-counted part added   = {add_back:.4f} eV")
print(f"+V: total energy                = {band_sum + add_back:.4f} eV")

# --- no bare hopping: threshold for a spontaneous bond order ---------------
print("NO BARE HOPPING (h = 0, U = 0)")
print(f"threshold V = 2 Delta           = {2 * Delta:.1f} eV")
for V in (2.0, 3.0):
    bond = abs(direct_minimum(np.diag([-Delta, Delta]), 0.0, V)[0])
    expected = 0.5 * np.sqrt(max(0.0, 1 - (2 * Delta / V)**2))
    assert abs(bond - expected) < 1e-5
    print(f"|n_JI| at V = {V:.1f} eV            = {bond:.4f}")

# --- frustrated three-site model, V only on the 1-3 bond -------------------
h3 = np.array([[0.0, -1.0, 0.2], [-1.0, 0.0, -1.0], [0.2, -1.0, 0.0]])
site3, U3 = np.arange(3), np.zeros(3)


def three_site_state(x):
    a, b, p, q = x
    return np.array([np.cos(a), np.sin(a) * np.cos(b) * np.exp(1j * p),
                     np.sin(a) * np.sin(b) * np.exp(1j * q)])


print("THREE SITES, one electron per spin, V on bond 1-3 only")
print(f"h_12 = h_23 = {h3[0, 1]:.1f} eV, h_13 = {h3[0, 2]:.1f} eV")
bond_orders, hoppings = [], []
starts = rng.uniform(0.1, 1.5, size=(10, 4))
for V in (0.0, 0.25, 0.5):
    V3 = np.zeros((3, 3))
    V3[0, 2] = V3[2, 0] = V

    def energy3(x):
        c = three_site_state(x)
        n = np.outer(c.conj(), c)
        return np.vdot(c, h3 @ c).real + correction_energy(n, site3, U3, V3)

    best = min((minimize(energy3, x, method="BFGS") for x in starts),
               key=lambda r: r.fun)
    c = three_site_state(best.x)
    n = np.outer(c.conj(), c)
    H = h3 + correction_potential(n, site3, U3, V3)
    level = np.vdot(c, H @ c).real
    # numerical gradients in the minimizer limit the state to about 1e-5
    assert np.linalg.norm(H @ c - level * c) < 2e-4
    assert abs(level - np.linalg.eigvalsh(H)[0]) < 1e-6
    bond_orders.append(abs(n[2, 0]))
    hoppings.append(abs(H[0, 2]))
    print(f"V = {V:.2f} eV: n_31 = {n[2, 0].real:.4f}, "
          f"h_13,eff = {H[0, 2].real:.4f} eV")
assert np.all(np.diff(bond_orders) > 1e-3)
assert np.all(np.diff(hoppings) < -1e-3)

print("success")
```

It prints:

```
FOCK-SPACE CHECK (random complex determinant, 3 electrons)
<N_I N_J> - <N_I><N_J>          = -0.424115
-sum_spin Tr n_IJ n_JI          = -0.424115
variance of N_I                 = 0.424115
sum_spin Tr n_II(1-n_II)        = 0.424115
POTENTIAL CHECK (complex orbitals, fractional filling)
finite-difference dE/dlambda    = 0.567579 eV
derivative from the potential   = 0.567579 eV
DIMER, two electrons; n_JI is the bond order per spin
Delta = 1.2 eV, h = -0.8 eV, bare E = 1.4422 eV
columns: U, V, h_eff, Delta_eff, gap (eV); n_JI, n_II; E_total (eV)
DFT   0.0 0.0  -0.8000  1.2000  2.8844  0.2774  0.9160  -2.8844
+V    0.0 1.0  -1.1452  1.2000  3.3175  0.3452  0.8617  -3.0792
+U    4.0 0.0  -0.8000  3.1380  6.4768  0.1235  0.9845  -2.5988
+U+V  4.0 1.0  -0.9452  3.1138  6.5081  0.1452  0.9784  -2.6347
U=V   1.0 1.0  -1.0774  1.6160  3.8844  0.2774  0.9160  -2.8844
mixing ratio |h_eff|/Delta_eff, DFT   = 0.6667
mixing ratio |h_eff|/Delta_eff, +V    = 0.9543
mixing ratio |h_eff|/Delta_eff, +U    = 0.2549
mixing ratio |h_eff|/Delta_eff, +U+V  = 0.3036
mixing ratio |h_eff|/Delta_eff, U=V   = 0.6667
+V: hopping after first step    = -1.0774 eV
+V: self-consistent hopping     = -1.1452 eV
+V: eigenvalue sum              = -3.3175 eV
+V: double-counted part added   = 0.2383 eV
+V: total energy                = -3.0792 eV
NO BARE HOPPING (h = 0, U = 0)
threshold V = 2 Delta           = 2.4 eV
|n_JI| at V = 2.0 eV            = 0.0000
|n_JI| at V = 3.0 eV            = 0.3000
THREE SITES, one electron per spin, V on bond 1-3 only
h_12 = h_23 = -1.0 eV, h_13 = 0.2 eV
V = 0.00 eV: n_31 = 0.2324, h_13,eff = 0.2000 eV
V = 0.25 eV: n_31 = 0.2376, h_13,eff = 0.1406 eV
V = 0.50 eV: n_31 = 0.2431, h_13,eff = 0.0785 eV
success
```
